# Axial Valence-Band Landau Levels for a Field along [001]

A hole in a diamond-type semiconductor moves in a magnetic field on cyclotron orbits, but its mass depends on its angular-momentum state, and the motion itself mixes those states. The levels are therefore not two simple ladders, one heavy and one light. Most of them come from two-by-two matrices. Without motion along the field and without the fourfold warping of the bands, however, four states have no partner to mix with, and in the germanium-like example below two of them are then the second and third hole levels. A count that starts from the general matrix formula can lose them, or can put false levels in their place.

## Setting and conventions

The four states at the valence-band edge carry the spin-3/2 matrices \(J_x,J_y,J_z\), with \(J_z=m\) and \(m=\pm3/2,\pm1/2\). The label \(m\) is that of the electron state, while energy is counted as hole energy, positive into the band. The field \(\mathbf B=B\hat z\), \(B>0\), lies along [001]. For electrons of charge \(-e\), \(\mathbf k=(\mathbf p+e\mathbf A)/\hbar\), so that

\[
[k_x,k_y]=-\frac{i}{l^2},\qquad l^2=\frac{\hbar}{eB},\qquad \hbar\omega_0=\frac{\hbar eB}{m_0}=\frac{\hbar^2}{m_0l^2}.
\]

With \(\{A,B\}=(AB+BA)/2\), the Hamiltonian is

\[
H=\frac{\hbar^2}{2m_0}\Big[\gamma_1k^2-2\gamma_2\sum_i k_i^2\Big(J_i^2-\frac{J^2}{3}\Big)-4\gamma_3\sum_{i<j}\{k_i,k_j\}\{J_i,J_j\}\Big]+\hbar\omega_0\kappa J_z. \tag{1}
\]

This assumes a large spin-orbit splitting, no strain, no impurity potential, and no cubic Zeeman term \(\hbar\omega_0qJ_z^3\). I take \(\gamma_2>0\) and write \(\bar\gamma=(\gamma_2+\gamma_3)/2\). The oscillator states \(\varphi_N\), \(N=0,1,2,\dots\), describe the cyclotron motion. Every level also has the usual orbit-centre degeneracy, which is not counted below.

**Remark 1 (the sign of \(\kappa\)).** Let a remote s-like band lie an energy \(E_g\) above the valence band and couple to the orbitals \(|x\rangle,|y\rangle,|z\rangle\) through \(Pk_i\). Second-order elimination lowers the electron energy, so it adds to the hole energy

\[
\lambda\frac{\hbar^2}{2m_0}\sum_{ij}k_ik_j|i\rangle\langle j|,\qquad \lambda=\frac{2m_0P^2}{\hbar^2E_g}>0 .
\]

The order of the factors matters. The antisymmetric part of the \(xy\) terms is

\[
\tfrac12[k_x,k_y]\big(|x\rangle\langle y|-|y\rangle\langle x|\big)=\frac{L_z}{2l^2},\qquad L_z=-i\big(|x\rangle\langle y|-|y\rangle\langle x|\big).
\]

Since \(\hbar^2/2m_0=\hbar\omega_0l^2/2\), this contributes \(\lambda\hbar\omega_0L_z/4\). Within \(J=3/2\), \(L_z\) acts as \(2J_z/3\) and \(S_z\) as \(J_z/3\). The bare spin has electron energy \(+\hbar\omega_0S_z\), hence hole energy \(-\hbar\omega_0S_z\). Together \(\kappa=\lambda/6-1/3\): in (1), a strongly coupled band of this kind makes \(\kappa\) positive.

## The result

**Theorem.** Let \(k_z=0\) and replace (1) by its average over joint rotations of \(\mathbf k\) and \(\mathbf J\) about \(z\) (the axial approximation). In units of \(\hbar\omega_0\), the levels are as follows.

For \(n\ge2\), set \(a\), which mixes \(|3/2,\varphi_{n-2}\rangle\) and \(|-1/2,\varphi_n\rangle\):

\[
E^a_\pm(n)=\gamma_1(n-\tfrac12)-\gamma_2+\tfrac{\kappa}{2}\pm\sqrt{\big[\gamma_2(n-\tfrac12)-\gamma_1+\kappa\big]^2+3\bar\gamma^2n(n-1)}. \tag{2}
\]

For \(n\ge2\), set \(b\), which mixes \(|1/2,\varphi_{n-2}\rangle\) and \(|-3/2,\varphi_n\rangle\):

\[
E^b_\pm(n)=\gamma_1(n-\tfrac12)+\gamma_2-\tfrac{\kappa}{2}\pm\sqrt{\big[\gamma_2(n-\tfrac12)+\gamma_1-\kappa\big]^2+3\bar\gamma^2n(n-1)}. \tag{3}
\]

For \(n=0,1\), one uncoupled level in each set:

\[
E^a(n)=(\gamma_1-\gamma_2)(n+\tfrac12)-\tfrac{\kappa}{2},\qquad
E^b(n)=(\gamma_1+\gamma_2)(n+\tfrac12)-\tfrac{3\kappa}{2}. \tag{4}
\]

There are no other levels.

## Three lemmas

**Lemma 1.** With \(k_\pm=k_x\pm ik_y\) and \(J_\pm=J_x\pm iJ_y\), the bracket in (1) at \(k_z=0\) equals

\[
\big(\gamma_1-\tfrac54\gamma_2+\gamma_2J_z^2\big)k^2-\tfrac{\bar\gamma}{2}\big(k_+^2J_-^2+k_-^2J_+^2\big)+\tfrac{\gamma_3-\gamma_2}{4}\big(k_+^2J_+^2+k_-^2J_-^2\big). \tag{5}
\]

*Proof.* Split the squares into sum and difference:

\[
k_x^2J_x^2+k_y^2J_y^2=\tfrac12k^2(J_x^2+J_y^2)+\tfrac12(k_x^2-k_y^2)(J_x^2-J_y^2).
\]

Here \(J_x^2+J_y^2=15/4-J_z^2\) and \(J^2/3=5/4\). The terms in \(k^2\) add up to

\[
\gamma_1+\tfrac52\gamma_2-\gamma_2\big(\tfrac{15}{4}-J_z^2\big)=\gamma_1-\tfrac54\gamma_2+\gamma_2J_z^2 .
\]

For the rest, squaring with the order kept gives \(k_\pm^2=k_x^2-k_y^2\pm2i\{k_x,k_y\}\). Hence

\[
k_x^2-k_y^2=\tfrac12(k_+^2+k_-^2),\qquad \{k_x,k_y\}=\tfrac{1}{4i}(k_+^2-k_-^2),
\]

and the same relations hold for \(\mathbf J\). The \(\gamma_2\) difference term becomes \(-\tfrac{\gamma_2}{4}(k_+^2+k_-^2)(J_+^2+J_-^2)\). In the \(\gamma_3\) term the prefactor is \(-4\gamma_3/(4i)^2=+\gamma_3/4\), giving \(\tfrac{\gamma_3}{4}(k_+^2-k_-^2)(J_+^2-J_-^2)\). Products with opposite signs, such as \(k_+^2J_-^2\), collect \(-(\gamma_2+\gamma_3)/4=-\bar\gamma/2\). Products with equal signs collect \((\gamma_3-\gamma_2)/4\). ∎

The factor of \(k^2\) is \(\gamma_1+\gamma_2\) for \(m=\pm3/2\) and \(\gamma_1-\gamma_2\) for \(m=\pm1/2\). In the plane normal to the field, the states \(\pm3/2\) thus have the lighter diagonal mass.

**Lemma 2.** The axial average removes the last term of (5) and leaves the others unchanged.

*Proof.* A joint rotation by \(\theta\) about \(z\) multiplies \(k_\pm\) and \(J_\pm\) by \(e^{\pm i\theta}\). The quantities \(k^2\), \(J_z\) and \(k_\pm^2J_\mp^2\) do not change. The terms \(k_\pm^2J_\pm^2\) acquire \(e^{\pm4i\theta}\), whose average over a full turn is zero. ∎

The dropped term is the fourfold warping of the bands in the plane. It vanishes without any averaging if \(\gamma_2=\gamma_3\).

**Lemma 3.** The operator \(a=lk_-/\sqrt2\) satisfies \([a,a^\dagger]=1\). With \(N=a^\dagger a\), the axial Hamiltonian in units of \(\hbar\omega_0\) is

\[
h=\big(\gamma_1-\tfrac54\gamma_2+\gamma_2J_z^2\big)\big(N+\tfrac12\big)+\kappa J_z-\tfrac{\bar\gamma}{2}\big(a^{\dagger2}J_-^2+a^2J_+^2\big). \tag{6}
\]

*Proof.* First,

\[
[k_-,k_+]=i[k_x,k_y]-i[k_y,k_x]=2i[k_x,k_y]=\frac{2}{l^2},
\]

which gives \([a,a^\dagger]=1\). Next, \(k_+k_-=k^2-i[k_x,k_y]=k^2-1/l^2\), so \(k^2=(2/l^2)(N+\tfrac12)\). Also \(k_-^2=2a^2/l^2\). Multiplication by \(\hbar^2/2m_0=\hbar\omega_0l^2/2\) turns \(k^2\) into \(N+\tfrac12\) and \(k_-^2\) into \(a^2\), in units of \(\hbar\omega_0\). ∎

Each coupling in (6) changes \(N\) by two and \(m\) by two in the opposite sense, so \(F=N+J_z\) is conserved.

## Proof of the theorem

From \(J_+|-1/2\rangle=2|1/2\rangle\) and \(J_+|1/2\rangle=\sqrt3|3/2\rangle\) follows \(J_+^2|-1/2\rangle=2\sqrt3|3/2\rangle\). In the same way, \(J_+|-3/2\rangle=\sqrt3|-1/2\rangle\) gives \(J_+^2|-3/2\rangle=2\sqrt3|1/2\rangle\). Both couplings are therefore \(-\sqrt3\bar\gamma a^2\). They join \(m=3/2\) to \(m=-1/2\), and \(m=1/2\) to \(m=-3/2\). The two sets never mix.

*Levels with \(n\ge2\).* Since \(a^2\varphi_n=\sqrt{n(n-1)}\,\varphi_{n-2}\), the matrix of set \(a\) is

\[
\begin{pmatrix}
(\gamma_1+\gamma_2)(n-\tfrac32)+\tfrac{3\kappa}{2} & -\sqrt{3n(n-1)}\,\bar\gamma\\
-\sqrt{3n(n-1)}\,\bar\gamma & (\gamma_1-\gamma_2)(n+\tfrac12)-\tfrac{\kappa}{2}
\end{pmatrix}.
\]

A symmetric matrix with diagonal entries \(d_1,d_2\) and coupling \(c\) has eigenvalues \(\tfrac12(d_1+d_2)\pm\sqrt{\tfrac14(d_1-d_2)^2+c^2}\). Here

\[
\tfrac12(d_1+d_2)=\tfrac12\big[\gamma_1(2n-1)-2\gamma_2+\kappa\big],\qquad
\tfrac12(d_1-d_2)=\tfrac12\big[-2\gamma_1+\gamma_2(2n-1)+2\kappa\big],
\]

which is (2). For set \(b\) the entries are

\[
d_1=(\gamma_1-\gamma_2)(n-\tfrac32)+\tfrac{\kappa}{2},\qquad d_2=(\gamma_1+\gamma_2)(n+\tfrac12)-\tfrac{3\kappa}{2},
\]

with the same coupling. Their half sum is \(\gamma_1(n-\tfrac12)+\gamma_2-\tfrac{\kappa}{2}\), and their half difference is \(-[\gamma_2(n-\tfrac12)+\gamma_1-\kappa]\). This gives (3).

*Levels with \(n=0,1\).* Now \(a^2\varphi_0=a^2\varphi_1=0\), and the partner \(\varphi_{n-2}\) does not exist. The states \(|-1/2,\varphi_n\rangle\) and \(|-3/2,\varphi_n\rangle\) are eigenstates by themselves, and their energies are the entries \(d_2\). This gives (4).

*Completeness.* The states \(|m,\varphi_N\rangle\) span the whole space. Those with \(m=3/2\) or \(m=1/2\) appear once each, as upper components with \(n=N+2\ge2\). Those with \(m=-1/2\) or \(m=-3/2\) appear once each as lower components with \(n=N\): in a pair if \(N\ge2\), alone if \(N=0,1\). Nothing is left over. ∎

## The false second root

**Corollary.** If (2) and (3) are used at \(n=0,1\), each gives one true level and one false one. The false one is \(d_1\), the energy of a state that does not exist. All four true levels are the upper roots if \(\kappa<\gamma_1-\gamma_2/2\).

*Proof.* At \(n=0,1\) the coupling is zero and the roots are \(d_1\) and \(d_2\). The true root \(d_2\) is the upper one when \(d_1<d_2\). In set \(a\) this means \(\kappa<\gamma_1-\gamma_2(n-\tfrac12)\); in set \(b\) it means \(\kappa<\gamma_1+\gamma_2(n-\tfrac12)\). The strictest cases are \(a,n=1\) and \(b,n=0\), and both give the stated condition. ∎

Beyond this bound the upper-root rule picks at least one false level, whereas (4) remains valid. The false roots also obey a simple relation. For set \(a\),

\[
(\gamma_1+\gamma_2)(n-\tfrac32)+\tfrac{3\kappa}{2}=-\Big[(\gamma_1+\gamma_2)\big((1-n)+\tfrac12\big)-\tfrac{3\kappa}{2}\Big]=-E^b(1-n),
\]

and likewise the false root of set \(b\) is \(-E^a(1-n)\). When the true uncoupled energies are positive, the false ones lie in the gap.

## Limits and neglected terms

**Large \(n\).** In (2) and (3) the terms linear in \(n\) give

\[
E_\pm(n+1)-E_\pm(n)\to\gamma_1\pm\sqrt{\gamma_2^2+3\bar\gamma^2}.
\]

At zero field the axial in-plane bands come from diagonal factors \(\gamma_1\pm\gamma_2\) and a coupling of size \(\sqrt3\bar\gamma\), which yield the same two numbers as \(m_0/m\). The ladders thus tend to those of a light and a heavy hole. If \(\gamma_2=\gamma_3\), the inverse masses are \(\gamma_1\pm2\gamma_2\).

**Warping.** The omitted term changes \(F\) by \(\pm4\). It has no diagonal element in a state of definite \(F\), so it shifts a nondegenerate axial level first in second order in \(\gamma_3-\gamma_2\).

**Cubic Zeeman term.** Adding \(qJ_z^3\) to (6) shifts the uncoupled levels by \(-q/8\) in set \(a\) and by \(-27q/8\) in set \(b\).

**Motion along the field.** For \(k_z\ne0\), (1) gains a diagonal term, equal to \(\tfrac12(\gamma_1-2\gamma_2)(k_zl)^2\) for \(m=\pm3/2\) and \(\tfrac12(\gamma_1+2\gamma_2)(k_zl)^2\) for \(m=\pm1/2\). It also gains a coupling that conserves \(F\):

\[
-\frac{\hbar^2}{2m_0}\,2\gamma_3k_z\big(k_-\{J_+,J_z\}+k_+\{J_-,J_z\}\big).
\]

The state \(|-3/2,\varphi_0\rangle\) is the only one with \(F=-3/2\), so it stays uncoupled. The other three levels of (4) acquire partners, because \(\langle-1/2|\{J_+,J_z\}|-3/2\rangle=-\sqrt3\) joins \(|-1/2,\varphi_N\rangle\) to \(|-3/2,\varphi_{N+1}\rangle\). For \(N=0\) the matrix element is \(\sqrt6\,\gamma_3k_zl\), in units of \(\hbar\omega_0\). These two states make up the whole sector \(F=-1/2\), so second-order perturbation theory gives the inverse mass of the level \(a,n=0\) along the field:

\[
\frac{m_0}{m_z}=\gamma_1+2\gamma_2-\frac{12\gamma_3^2}{E^b(1)-E^a(0)}. \tag{7}
\]

## Example: a germanium-like valence band at 5 T

Take the rough values \(\gamma_1=13\), \(\gamma_2=4\), \(\gamma_3=5.5\), \(\kappa=3.4\), so \(\bar\gamma=4.75\). At 5 T, \(\hbar\omega_0=0.579\) meV and \(l=11.5\) nm. The uncoupled levels in units of \(\hbar\omega_0\) are

\[
E^a(0)=\tfrac92-1.7=2.8,\quad E^a(1)=\tfrac{27}{2}-1.7=11.8,\quad
E^b(0)=\tfrac{17}{2}-5.1=3.4,\quad E^b(1)=\tfrac{51}{2}-5.1=20.4,
\]

or 1.62, 6.83, 1.97 and 11.81 meV. The bound of the corollary is \(\kappa<11\), so these are upper roots. The false roots are all negative.

For the block \(b,n=2\), the diagonal entries are \(9(0.5)+1.7=6.2\) and \(17(2.5)-5.1=37.4\), and the coupling is \(-\sqrt6\,(4.75)=-11.635\). Hence

\[
E=21.8\pm\sqrt{15.6^2+11.635^2}=21.8\pm19.461,
\]

that is, 2.339 and 41.261. The lower root, 1.35 meV, is the lowest level of all; 90% of its weight is in \(m=1/2\). The uncoupled levels \(a,n=0\) and \(b,n=0\) come next, followed by the lower roots \(a,n=2\) at 2.91 meV and \(b,n=3\) at 3.87 meV. Omitting the uncoupled levels would thus remove the second and third levels of the spectrum at \(k_z=0\).

As a test that does not use the oscillator operators \(a,a^\dagger\), the axial Hamiltonian with these parameters was diagonalised on a real-space grid in Landau gauge. Its lowest 14 levels agree one by one with the list from (2)–(4), to about \(10^{-12}\hbar\omega_0\).

Along the field, (7) gives \(21-12(5.5)^2/17.6=0.38\) for \(a,n=0\). This small value is a near-cancellation that depends on the rounded parameters: with \(\gamma_3=5.6\) it would be \(-0.38\), so not even its sign is fixed here. The level \(b,n=0\) has \(m_0/m_z=13-8=5\). The lower root \(a,n=2\) has \(m_0/m_z\approx-25\), so its hole energy has a local maximum at \(k_z=0\). Away from it the subband falls to about 1.73 meV near \(k_zl=0.97\), which in the axial model is below the level \(b,n=0\). This order is fragile: with warping and \(q=0.06\) the minimum is 1.76 meV and \(b,n=0\) lies at 1.64 meV. The lower root \(b,n=3\) has the same \(F\) and an inverse mass of about \(+25\).

These large, opposite values come from the mutual repulsion of the two levels. Their states are \(0.805|3/2,\varphi_0\rangle+0.593|-1/2,\varphi_2\rangle\) and \(0.921|1/2,\varphi_1\rangle+0.389|-3/2,\varphi_3\rangle\). The coupling along the field has the elements \(-\sqrt6\,\gamma_3k_zl\) between the first components and \(+\sqrt{18}\,\gamma_3k_zl\) between the second, which add up to \(-4.6\,k_zl\). The levels lie at 5.021 and 6.688, so the repulsion contributes \(\mp2(4.6)^2/1.667=\mp25.4\) to the inverse masses. The diagonal terms and the upper roots together add less than 1 in size. The program prints \(-24.20\) and \(+24.48\) because it takes finite differences with the step \(k_zl=0.05\), which is not quite small enough for two levels this close. The lowest level overall stays at \(k_z=0\) in a scan up to \(k_zl=1.5\). All these inverse masses are axial values: warping changes the 5 of \(b,n=0\) to about 4.5, and the \(\mp25\) of the close pair to about \(\mp23\).

**Comparison with real germanium.** The parameters have the size usual for germanium, but they are rounded, and meV-scale positions inherit that uncertainty. Among the effects computed for the five lowest levels, warping is the largest: it lowers them by 0.06 to 0.22 meV. The greatest shift belongs to \(b,n=0\) and is 11% of its axial energy. A rough \(q=0.06\) lowers the same level by a further 0.12 meV. If the separate shifts are simply added, its distance from \(a,n=0\) falls from 0.35 to about 0.1 meV, so the axial model does not fix this spacing well. In the axial model, a split-off band at a rough 290 meV moves the five levels by at most 0.05 meV. There it leaves \(b,n=0\) unmoved, since split-off states have \(m=\pm1/2\) and hence \(F\ge-1/2\). With warping, \(F\) is conserved only modulo 4; the largest shift is then 0.06 meV, and \(b,n=0\) drops by about 0.01 meV. Strain splits the band edge and is not sized here; the levels apply to material in which that splitting is small beside the level spacings.

At 4 K, \(kT=0.34\) meV exceeds the lowest gap of 0.27 meV, so several levels are occupied if free holes are present. With a rough mobility of \(10^5\) cm²/Vs, the product of mobility and field is 50. The heavy-hole broadening, estimated as \(\hbar/\tau\) with the scattering time \(\tau\) taken from the mobility, is 0.045 meV, below that gap. This zero-field estimate can understate the width of a Landau level: the two-dimensional short-range-scattering estimate \(\sqrt{(2/\pi)\,\hbar\omega_c\,\hbar/\tau}\), with the heavy-hole \(\hbar\omega_c=2.2\) meV, gives 0.25 meV, comparable to the gap, so this mobility does not guarantee that the lowest levels are resolved. Free holes must be supplied, for instance by light. For a rough acceptor energy of 10 meV, the factor \(e^{-E/kT}\) is about \(10^{-13}\). Without compensating donors the free-hole density follows the square root of this factor, but even then thermal release from acceptors is negligible. The levels found here belong to free holes; a hole bound to an acceptor also feels the Coulomb potential, which (1) leaves out. The remaining values are in the numerical output.

## Calculated quantities

```
Rough inputs: g1=13.0, g2=4.0, g3=5.5, kappa=3.4, gb=4.75
B = 5.0 T, T = 4.0 K
hbar*w0 = 0.5788 meV; magnetic length = 11.47 nm
Largest grid-formula difference, 14 levels: 1.1e-12 hbar*w0
Uncoupled levels and the spurious second roots:
 a, n=0: 2.800 hbar*w0 = 1.621 meV; spurious -20.400 hbar*w0
 a, n=1: 11.800 hbar*w0 = 6.830 meV; spurious -3.400 hbar*w0
 b, n=0: 3.400 hbar*w0 = 1.968 meV; spurious -11.800 hbar*w0
 b, n=1: 20.400 hbar*w0 = 11.808 meV; spurious -2.800 hbar*w0
Upper-root rule needs kappa < g1-g2/2 = 11.00
Block b, n=2, in hbar*w0:
 diagonal m=1/2: 6.200; diagonal m=-3/2: 37.400; coupling: -11.635
 mean: 21.800; half difference: -15.600; square root: 19.461
 roots: 2.339 and 41.261
 weight of m=1/2 in lower root: 0.901
Lowest axial levels at k_z=0:
 b, n=2, lower: 1.354 meV
 a, n=0, single: 1.621 meV
 b, n=0, single: 1.968 meV
 a, n=2, lower: 2.906 meV
 b, n=3, lower: 3.871 meV
 a, n=3, lower: 5.814 meV
 b, n=4, lower: 6.250 meV
 a, n=1, single: 6.830 meV
In-plane masses: heavy 0.260 m0, light 0.0452 m0
Shifts in meV (rough q=0.06, split-off energy 290 meV):
 b, n=2, lower: warping -0.060 (overlap 0.993), q -0.008, split-off -0.0002
 a, n=0, single: warping -0.089 (overlap 0.988), q -0.004, split-off -0.0001
 b, n=0, single: warping -0.217 (overlap 0.952), q -0.117, split-off +0.0000
 a, n=2, lower: warping -0.114 (overlap 0.990), q +0.074, split-off -0.0509
 b, n=3, lower: warping -0.155 (overlap 0.983), q -0.014, split-off -0.0002
Inverse mass along the field at k_z=0, m0/m_z (negative: a maximum):
 b, n=2, lower: +11.79
 a, n=0, single: +0.38
 b, n=0, single: +5.00
 a, n=2, lower: -24.20
 b, n=3, lower: +24.48
Lowest axial energy over scanned k_z: 1.354 meV at k_z*l = 0.0
Thermal energy kT = 0.345 meV; lowest gap at k_z=0 = 0.267 meV
Rough mobility 1e+05 cm2/Vs: mobility*B = 50, heavy-hole hbar/tau = 0.045 meV
Rough acceptor energy 10 meV: exp(-E/kT) = 2.5e-13
```
